# Breit Hamiltonian of two spin-zero charges and its Klein-Gordon limit, part 1

(Sections cited here and not found follow in the second part.)

## First half: a fixed centre, then two quantum fields

### The ground state in a fixed Coulomb field

Take one spin-zero particle of mass \(m\) and charge \(-1\), held by a point charge \(+Z\) that cannot move. Atomic units are used: \(\hbar\), the elementary charge and the electron mass are 1, and \(c\) is the speed of light, about 137.036. The potential energy is \(V=-Z/r\), and the Klein-Gordon equation for a stationary state of total energy \(E\) is

\[
(E-V)^2\psi=(c^2p^2+m^2c^4)\psi .
\]

For an s state put \(\psi=u(r)/r\), so that \(p^2\psi=-u''/r\). Dividing by \(c^2\) gives

\[
u''+\left[\frac{E^2-m^2c^4}{c^2}+\frac{2EZ}{c^2r}+\frac{Z^2}{c^2r^2}\right]u=0 .
\]

The last term comes from \(V^2\). Try \(u=r^se^{-\kappa r}\), for which \(u''=[s(s-1)/r^2-2s\kappa/r+\kappa^2]u\). The three powers of \(r\) must cancel separately. With \(a=Z/c\),

\[
s(1-s)=a^2,\qquad s\kappa=\frac{EZ}{c^2},\qquad \kappa^2=\frac{m^2c^4-E^2}{c^2}.
\]

Eliminating \(\kappa\) gives \(E^2(1+a^2/s^2)=m^2c^4\). The first condition says \(a^2/s^2=(1-s)/s\), so the bracket is \(1/s\), and

\[
E=mc^2\sqrt{s},\qquad s=\tfrac12+\sqrt{\tfrac14-a^2}.
\]

The upper root is chosen because it tends to \(s=1\), the regular Schrödinger solution, as \(a\to0\). It is real for \(Z/c\le\tfrac12\); beyond that a point centre does not define this level. Expanding, \(s=1-a^2-a^4-2a^6-\dots\), and therefore

\[
E-mc^2=mc^2\left[-\frac{a^2}{2}-\frac{5a^4}{8}-\frac{21a^6}{16}-\dots\right].
\]

The first term is the Bohr energy \(-mZ^2/2\). The second, \(-\tfrac58mZ^4/c^2\), is the number that a two-body theory must return when the second particle becomes very heavy.

Now omit \(V^2\) but keep everything else. The condition on \(s\) becomes \(s=1\), and \(E=mc^2(1+a^2)^{-1/2}\). The correction of order \(1/c^2\) is then \(+\tfrac38mZ^4/c^2\), which has the wrong sign. So \(V^2\), although quadratic in a weak potential, counts at the order of interest.

### All levels of the fixed centre

For orbital quantum number \(l\), the centrifugal term changes the condition at small \(r\) to \(s(s-1)=l(l+1)-a^2\). Write \(u=r^se^{-\kappa r}f(r)\). The radial equation becomes

\[
f''+2\left(\frac sr-\kappa\right)f'+\frac2r\left(\frac{EZ}{c^2}-s\kappa\right)f=0 .
\]

With \(f=\sum_kb_kr^k\), the coefficient of \(r^{k-1}\) gives

\[
(k+1)(k+2s)\,b_{k+1}=2\left[\kappa(k+s)-\frac{EZ}{c^2}\right]b_k .
\]

If the series does not end, \(b_{k+1}/b_k\to2\kappa/k\), so \(f\) grows like \(e^{2\kappa r}\) and \(u\) is not normalizable. It ends at \(k=n-l-1\), where \(n\) is the usual principal quantum number, if \(EZ/c^2=\kappa N\) with

\[
N=n-l-1+s=n-l-\tfrac12+\sqrt{(l+\tfrac12)^2-a^2}.
\]

Inserting \(\kappa\) as before,

\[
E=\frac{mc^2}{\sqrt{1+a^2/N^2}} .
\]

To the order needed, \(N=n-a^2/(2l+1)\), hence \(1/N^2=1/n^2+2a^2/[n^3(2l+1)]\). The expansion of the square root then gives

\[
E-mc^2=-\frac{mZ^2}{2n^2}-\frac{mZ^4}{c^2}\left[\frac1{n^3(2l+1)}-\frac3{8n^4}\right]+O(c^{-4}).
\]

The dependence on \(l\) comes from \(V^2\). Without that term \(N=n\), and states of equal \(n\) stay degenerate. The level formula was tested against a numerical diagonalization of the radial equation at \(Z=40\).

### The same physics as a Hamiltonian

A two-body Hamiltonian should contain, for the light particle, an operator that reproduces this expansion. Let \(\varepsilon=E-mc^2\). Dividing the Klein-Gordon equation by \(2mc^2\),

\[
(\varepsilon-V)\psi=\frac{p^2}{2m}\psi-\frac{(\varepsilon-V)^2}{2mc^2}\psi .
\]

In the small last term the leading equation \((\varepsilon-V)\psi=p^2\psi/2m\) may be used, but the order of operators matters:

\[
(\varepsilon-V)^2\psi=(\varepsilon-V)\frac{p^2}{2m}\psi
=\frac{p^4}{4m^2}\psi-\frac{[V,p^2]}{2m}\psi .
\]

Thus \(\varepsilon\psi=(H_0+W)\psi\), with \(H_0=p^2/2m+V\) and

\[
W=-\frac{p^4}{8m^3c^2}+\frac{[V,p^2]}{4m^2c^2}.
\]

The commutator is anti-Hermitian. It appears because the conserved Klein-Gordon norm is not \(\int|\psi|^2\) but, up to a constant, \(\int\psi^*(1+(\varepsilon-V)/mc^2)\psi\). To this order the weight is \(1+2S\) with \(S=p^2/4m^2c^2\), so the wave function with the ordinary norm is \(\phi=(1+S)\psi\). Its Hamiltonian is \(H_0+W+[S,H_0]\), and \([S,H_0]=[p^2,V]/4m^2c^2\) cancels the commutator in \(W\). What remains is

\[
H=\frac{p^2}{2m}+V-\frac{p^4}{8m^3c^2}.
\]

No separate \(V^2\) and no contact term appear. The \(V^2\) of the wave equation has been used up in turning \((\varepsilon-V)^2\) into \(p^4\).

The limit can be checked at once. For a Coulomb problem of mass \(m\), differentiate \(\varepsilon_0=-mZ^2/2n^2\) with respect to parameters in \(H_0\). The derivative of an energy equals the mean of the derivative of the Hamiltonian. Differentiation with respect to \(Z\) gives \(\langle1/r\rangle=mZ/n^2\). Differentiation with respect to \(l\) in the radial Hamiltonian, at fixed number of radial nodes so that \(dn/dl=1\), gives

\[
\frac{2l+1}{2m}\left\langle\frac1{r^2}\right\rangle=\frac{mZ^2}{n^3},
\qquad
\left\langle\frac1{r^2}\right\rangle=\frac{2m^2Z^2}{n^3(2l+1)} .
\]

Since \(p^2\psi=2m(\varepsilon_0+Z/r)\psi\), the squared norm of this function is

\[
\langle p^4\rangle=4m^2\left[\varepsilon_0^2+2\varepsilon_0Z\left\langle\frac1r\right\rangle+Z^2\left\langle\frac1{r^2}\right\rangle\right]
=m^4Z^4\left[\frac8{n^3(2l+1)}-\frac3{n^4}\right].
\]

Here the first two terms contribute \(1/n^4-4/n^4\) inside the final bracket. Multiplication by \(-1/(8m^3c^2)\) reproduces the Klein-Gordon correction.

### Where the seagull sits

In scalar electrodynamics the time part of the Lagrangian density contains \(|(\partial_t+iV)\varphi|^2/c^2\). Its term \(V^2|\varphi|^2/c^2\) is the time part of the seagull: two photons meet the charged line at one point. Its role can be seen in second-order scattering by a static \(V\). On free states of energy \(E_k=\sqrt{m^2c^4+c^2k^2}\), the wave equation reads

\[
(E^2-E_k^2)\psi=(2EV-V^2)\psi .
\]

Dividing by \(2E\) identifies an effective potential \(V-V^2/2E\) and a propagator \(2E/(E^2-E_k^2)\). For incoming and outgoing energy \(E\), the weight multiplying the two factors of \(V\) at intermediate momentum \(k\) is

\[
\frac{2E}{E^2-E_k^2}-\frac1{2E}=\frac{3E^2+E_k^2}{2E(E^2-E_k^2)} .
\]

The first term equals \(1/(E-E_k)+1/(E+E_k)\). At low momentum its second piece is about \(1/(2mc^2)\), a contact repulsion \(V^2/2mc^2\). The seagull cancels it at this order. Dropping the seagull therefore raises a level by

\[
\frac{\langle V^2\rangle}{2mc^2}=\frac{mZ^4}{c^2n^3(2l+1)},
\]

which for 1s turns \(-\tfrac58\) into \(+\tfrac38\), as found above. A numerical test confirms this size for 1s, 2s and 2p.

In a Hamiltonian calculation the same weight is assembled differently. As will be seen below, the charge density joins two particle states with a factor \((E+E_k)/(2\sqrt{EE_k})\). It creates or destroys a pair with a factor \((E-E_k)/(2\sqrt{EE_k})\). In the pair process the intermediate state holds the old particle, the new one and an antiparticle, so the energy denominator is \(E-(2E+E_k)=-(E+E_k)\). The total is

\[
\frac1{4EE_k}\left[\frac{(E+E_k)^2}{E-E_k}-\frac{(E-E_k)^2}{E+E_k}\right]
=\frac{(E+E_k)^3-(E-E_k)^3}{4EE_k(E^2-E_k^2)} .
\]

The numerator is \(6E^2E_k+2E_k^3\), and the result equals the previous weight identically. Thus the time seagull belongs to one bookkeeping, while the Hamiltonian bookkeeping has no such vertex. Adding it by hand to the latter would count it twice.

### Two charged fields

Now let both particles be dynamical, with masses \(m_1,m_2\) and charges \(e_1=-1\), \(e_2=+Z\). The fields are distinct, so the particles cannot annihilate each other. The Lagrangian density is

\[
\mathcal L=\sum_{a=1}^2\left[\frac{|D_t\varphi_a|^2}{c^2}-|\mathbf D\varphi_a|^2-m_a^2c^2|\varphi_a|^2\right]+\frac{\mathbf E^2-\mathbf B^2}{8\pi},
\]

with \(D_t=\partial_t+ie_aA_0\), \(\mathbf D=\nabla-i(e_a/c)\mathbf A\) and Coulomb gauge \(\nabla\cdot\mathbf A=0\). The canonical momentum is \(\pi_a=(D_t\varphi_a)^*/c^2\), so \(\dot\varphi_a=c^2\pi_a^*-ie_aA_0\varphi_a\). The Legendre transform of one matter field is

\[
\pi\dot\varphi+\pi^*\dot\varphi^*-\mathcal L_{\rm matter}
=c^2|\pi|^2+|\mathbf D\varphi|^2+m^2c^2|\varphi|^2+A_0\rho,
\]

\[
\rho=-ie(\pi\varphi-\pi^*\varphi^*).
\]

The term quadratic in \(A_0\) has gone, because it was part of \(|D_t\varphi|^2=c^4|\pi|^2\). The potential \(A_0\) has no momentum of its own. It enters the Hamiltonian as \(\int[\rho A_0-(\nabla A_0)^2/8\pi]\), with \(\rho\) now the total charge density. Stationarity gives \(\nabla^2A_0=-4\pi\rho\). Partial integration turns the second term into \(-\tfrac12\int\rho A_0\), which leaves

\[
H_C=\frac12\int\!\!\int\frac{\rho(\mathbf x)\rho(\mathbf x')}{|\mathbf x-\mathbf x'|}\,d^3x\,d^3x' .
\]

This is instantaneous, and its cross term is the Coulomb energy between the two kinds of charge.

### One particle of each kind

A free particle wave in volume \(\Omega\) has \(\rho=2eE|\varphi|^2/c^2\). Total charge \(e\) fixes its amplitude at \(c/\sqrt{2E\Omega}\). Between momenta \(\mathbf p\) and \(\mathbf p'\) the density has the matrix element

\[
\frac e\Omega\,\frac{E+E'}{2\sqrt{EE'}}\,e^{i(\mathbf p-\mathbf p')\cdot\mathbf x}.
\]

The energies enter through the time derivatives: two particle waves give the sum \(E+E'\), whereas a particle and an antiparticle wave give the difference quoted earlier. Writing the factor as

\[
\frac{E+E'}{2\sqrt{EE'}}=1+\frac{(\sqrt E-\sqrt{E'})^2}{2\sqrt{EE'}}
\simeq1+\frac{(E-E')^2}{8m^2c^4}
\simeq1+\frac{(p^2-p'^2)^2}{32m^4c^4}
\]

shows that the Coulomb interaction has no correction of order \(1/c^2\). This is why there is no Darwin contact term for either particle. Pair creation by two Coulomb interactions costs a further denominator near \(2mc^2\) besides the square of \((E-E')/2mc^2\), so atomic momenta contribute only at order \(1/c^6\). Intermediate momenta \(k\) up to about \(mc\) contribute more. In an s state of a fixed Coulomb centre the squared matrix element of \(V\) falls as \(k^{-4}\), while the squared pair factor grows as \(k^4/c^4\). The sum then behaves as \(c^{-6}\int^{mc}k^2dk\), which is of order \(1/c^3\). This is still beyond the order kept here. The same momenta near \(mc\) raise the mean of the vertex correction above from \(1/c^4\) to \(1/c^3\) in an s state, because its expanded form holds only for \(p\ll mc\). For a fixed centre all pieces of order \(1/c^3\), including those from the kinetic energy below, must cancel, since the Klein-Gordon series contains only even powers of \(1/c\).

Each kinetic energy is

\[
\sqrt{m_a^2c^4+c^2p_a^2}-m_ac^2=\frac{p_a^2}{2m_a}-\frac{p_a^4}{8m_a^3c^2}+O(c^{-4}).
\]

The remainder is of order \(1/c^4\) at fixed momentum. In an s state the mean of \(p^6\) diverges, and the mean remainder is of order \(1/c^3\), which is again beyond the order kept. The masses are the renormalized ones, so self-energy constants are already absorbed. Radiative effects that remain after this are outside the Hamiltonian sought here.

## Second half: current exchange, levels and the heavy-mass limit

The particles have masses \(m_1,m_2\), charges \(-1,+Z\), and reduced mass \(\mu=m_1m_2/(m_1+m_2)\); \(r\) is their distance. From the first half come the kinetic terms \(p_a^2/2m_a-p_a^4/8m_a^3c^2\) and the Coulomb energy \(-Z/r\), without a contact correction at order \(1/c^2\). The time seagull is already accounted for. The transverse vector potential \(\mathbf A\) remains. The target for \(m_2\to\infty\) is the Klein-Gordon correction

\[
-\frac{m_1Z^4}{c^2}\left[\frac1{n^3(2l+1)}-\frac3{8n^4}\right].
\]

Through order \(1/c^2\), the two-body Hamiltonian so far contains the kinetic energies with their \(p^4\) corrections and an uncorrected Coulomb energy, with no separate time seagull to add. What remains is to include the transverse vector potential, find the levels, and compare their limit \(m_2\to\infty\) with the Klein-Gordon correction.
